# Deriving the Meir-Wingreen current from the lead number operator

## Definitions and conventions

Two leads, L and R, exchange electrons with a finite region. Lead levels carry a label $k$, which also says to which lead the level belongs. The region has orbitals $n$, with spin included in the label. All operators are fermionic, and operators of different levels or orbitals anticommute. The Hamiltonian is

$$H=\sum_k\varepsilon_k c_k^\dagger c_k+H_C+\sum_{kn}\left(V_{kn}c_k^\dagger d_n+V_{kn}^*d_n^\dagger c_k\right).$$

$H_C$ contains only region operators and conserves their particle number. It may hold any interaction. The leads are noninteracting and normal (not superconducting).

I use Hartree atomic units, so $\hbar=1$. The particle current out of lead L is

$$I_L=-\frac{d\langle N_L\rangle}{dt},\qquad N_L=\sum_{k\in L}c_k^\dagger c_k .$$

It is positive when electrons enter the region from L. The conventional electric current in that direction is $-eI_L$, with $e>0$.

Operators carry their time dependence in the Heisenberg picture. The region is described by

$$G^<_{nm}(t,t')=i\langle d_m^\dagger(t')d_n(t)\rangle,\qquad G^r_{nm}(t,t')=-i\theta(t-t')\langle\{d_n(t),d_m^\dagger(t')\}\rangle .$$

The first records which states are occupied, the second which states exist. In a steady state both depend on $s=t-t'$ alone, and $G(\varepsilon)=\int ds\,e^{i\varepsilon s}G(s)$. Then $G^a=(G^r)^\dagger$, and the spectral function is $A=i(G^r-G^a)$.

At the initial time $t_0$ the density operator $\rho$ is a product of thermal leads and an arbitrary number-conserving region state. Lead level $k$ has occupation $f_k=1/(e^{x_k}+1)$, where $x_k=(\varepsilon_k-\mu)/k_BT$ is taken with the values of its own lead.

## Simple case: one lead level, one orbital

Let lead L have a single level $c$ with energy $\varepsilon$, coupled by $V$ to a single orbital $d$. The orbital may interact with anything else in the region.

**Current operator.** Only tunnelling changes $N_L=c^\dagger c$. Since $c^\dagger$ raises $N_L$ by one and $c$ lowers it by one,

$$[c^\dagger d,N_L]=-c^\dagger d,\qquad [d^\dagger c,N_L]=+d^\dagger c .$$

The equation of motion $dN_L/dt=i[H,N_L]$ gives

$$\frac{dN_L}{dt}=-i\left(Vc^\dagger d-V^*d^\dagger c\right).$$

The two expectation values are complex conjugates. With $z-z^*=2i\,\mathrm{Im}\,z$,

$$I_L=i\left(V\langle c^\dagger d\rangle-\text{c.c.}\right)=-2\,\mathrm{Im}\,V\langle c^\dagger(t)d(t)\rangle. \tag{1}$$

The mixed correlator must now be expressed through region functions.

**Lead equation.** From $[c,c^\dagger c]=c$, $[c,c^\dagger d]=d$ and $[c,d^\dagger c]=0$,

$$i\dot c=[c,H]=\varepsilon c+Vd .$$

$H_C$ drops out because each of its terms has an even number of region operators, which commutes with $c$. The equation is linear however complicated $d(t)$ is. Its solution, after Hermitian conjugation, is

$$c^\dagger(t)=e^{i\varepsilon(t-t_0)}c^\dagger(t_0)+iV^*\int_{t_0}^t dt_1\,e^{i\varepsilon(t-t_1)}d^\dagger(t_1). \tag{2}$$

Multiplying by $d(t)$ on the right and averaging gives

$$\langle c^\dagger(t)d(t)\rangle=e^{i\varepsilon(t-t_0)}\langle c^\dagger(t_0)d(t)\rangle+V^*\int_{t_0}^tdt_1\,e^{i\varepsilon(t-t_1)}G^<(t,t_1). \tag{3}$$

**Thermal-lead lemma.** The first term of (3) still mixes lead and region. The initial state contains the factor $e^{-xc^\dagger c}$. Acting on the empty level, $e^{-xc^\dagger c}c^\dagger$ gives $e^{-x}$ times what $c^\dagger e^{-xc^\dagger c}$ gives; on the filled level both vanish. The other factors of $\rho$ are even and commute with $c^\dagger$. Hence $\rho c^\dagger=e^{-x}c^\dagger\rho$. For any operator $X$, the cyclic property of the trace gives

$$\langle c^\dagger X\rangle=e^{-x}\,\mathrm{Tr}(c^\dagger\rho X)=e^{-x}\langle Xc^\dagger\rangle .$$

Therefore $\langle\{c^\dagger,X\}\rangle=(1+e^x)\langle c^\dagger X\rangle$, or

$$\langle c^\dagger(t_0)X\rangle=f\,\langle\{c^\dagger(t_0),X\}\rangle. \tag{4}$$

Nothing is assumed about $X$, so it may be the fully interacting operator $d(t)$.

**The anticommutator.** Solve (2) for $e^{i\varepsilon(t-t_0)}c^\dagger(t_0)$ and anticommute with $d(t)$. At equal times $\{c^\dagger(t),d(t)\}=0$, so

$$e^{i\varepsilon(t-t_0)}\langle\{c^\dagger(t_0),d(t)\}\rangle=-iV^*\int_{t_0}^tdt_1\,e^{i\varepsilon(t-t_1)}\langle\{d^\dagger(t_1),d(t)\}\rangle .$$

For $t_1<t$, $-i$ times the last average is $G^r(t,t_1)$. Inserting this and (4) into (3), and then (3) into (1), gives

$$I_L(t)=-2\,\mathrm{Im}\,|V|^2\int_{t_0}^tdt_1\,e^{i\varepsilon(t-t_1)}\left[G^<(t,t_1)+fG^r(t,t_1)\right]. \tag{5}$$

**Limit: short times.** Just after $t_0$, $G^<\to in_d$ and $G^r\to-i$, where $n_d$ is the initial occupation of $d$. The bracket is $-i(f-n_d)$, so

$$I_L\simeq2|V|^2(t-t_0)(f-n_d).$$

Electrons leave the lead if its level is fuller than the orbital, as the sign convention requires.

## Many levels and many orbitals

With several orbitals, $Vd$ in the lead equation becomes $\sum_mV_{km}d_m$, while (1) becomes a sum over $k\in L$ and $n$. The lemma holds level by level. The same steps give

$$I_L(t)=-2\,\mathrm{Im}\sum_{k\in L}\sum_{nm}V_{kn}V_{km}^*\int_{t_0}^tdt_1\,e^{i\varepsilon_k(t-t_1)}\left[G^<_{nm}(t,t_1)+f_kG^r_{nm}(t,t_1)\right]. \tag{6}$$

The factor $V_{kn}$ comes from the current operator and $V_{km}^*$ from the lead solution. Equation (6) holds at finite times and for finite leads. No perturbation expansion in the interaction or in $V$ has been made.

**Test on a small interacting system.** Five lead levels and two interacting orbitals have $2^7=128$ many-body states, few enough for full diagonalization. The couplings are complex and the initial region state is correlated. At time 3.0, differentiating $\langle N_L\rangle$ numerically gives a current of 0.0496125. Equation (6), with both Green functions computed from the many-body dynamics, also gives 0.0496125.

**Where it fails.** Adding an interaction between two levels of lead L leaves (1) intact, because that term commutes with $N_L$. It destroys the linear equation behind (2). In the same small system the true current is then 0.06403, while (6) returns 0.10465. Interactions may be placed in the region but not in the leads.

## The steady state

Let the leads become infinite first, and then let $t_0\to-\infty$. I assume that the region reaches a steady state and that its correlators decay with time difference. A bound state coupled to the leads but outside their bands violates the second assumption, because its contribution to the correlators oscillates in the time difference without decaying. In a noninteracting region, two such states can also violate the first: the occupation and the current then beat at the difference of their energies.

The lead levels enter through the Hermitian matrix

$$\Gamma^L_{mn}(\varepsilon)=2\pi\sum_{k\in L}V_{km}^*V_{kn}\,\delta(\varepsilon-\varepsilon_k).$$

For any function $F$, this definition gives

$$\sum_{k\in L}V_{kn}V_{km}^*F(\varepsilon_k)=\int\frac{d\varepsilon}{2\pi}\Gamma^L_{mn}(\varepsilon)F(\varepsilon).$$

With $s=t-t_1$, equation (6) becomes

$$I_L=-2\,\mathrm{Im}\int\frac{d\varepsilon}{2\pi}\mathrm{Tr}\,\Gamma^L\left[X+f_LG^r\right],\qquad X(\varepsilon)=\int_0^\infty ds\,e^{i\varepsilon s}G^<(s). \tag{7}$$

The retarded function vanishes for $s<0$, so its half-range integral is already $G^r(\varepsilon)$. The lesser function does not vanish there, and $X$ is only part of its transform.

**Retarded term.** For any matrix $M$, Hermiticity of $\Gamma^L$ gives $(\mathrm{Tr}\,\Gamma^LM)^*=\mathrm{Tr}\,M^\dagger\Gamma^L=\mathrm{Tr}\,\Gamma^LM^\dagger$. Since $-2\,\mathrm{Im}\,z=i(z-z^*)$,

$$-2\,\mathrm{Im}\,\mathrm{Tr}\,\Gamma^LM=i\,\mathrm{Tr}\,\Gamma^L(M-M^\dagger). \tag{8}$$

With $M=G^r$ this is $\mathrm{Tr}\,\Gamma^LA$, which is multiplied by $f_L$.

**Lesser term.** Complex conjugation of the definition gives $[G^<_{nm}(t,t')]^*=-i\langle d_n^\dagger(t)d_m(t')\rangle=-G^<_{mn}(t',t)$. In the steady state this reads $G^<(s)^\dagger=-G^<(-s)$. Hence

$$X^\dagger=-\int_0^\infty ds\,e^{-i\varepsilon s}G^<(-s)=-\int_{-\infty}^0ds\,e^{i\varepsilon s}G^<(s).$$

Subtraction supplies the missing half of the transform: $X-X^\dagger=G^<(\varepsilon)$. Using (8) with $M=X$,

$$\boxed{I_L=\int\frac{d\varepsilon}{2\pi}\,\mathrm{Tr}\left\{\Gamma^L(\varepsilon)\left[iG^<(\varepsilon)+f_L(\varepsilon)A(\varepsilon)\right]\right\}} \tag{9}$$

This is the Meir-Wingreen current. The term $f_L\Gamma^LA$ is injection from occupied lead states into the region's spectrum. The term $-i\Gamma^LG^<$ is the return flow from occupied region states. Exclusion of double occupation is shared between the two: the injection term uses all of $A$, occupied or not, and the return term compensates for this.

**Limit: constant coupling and filling.** Take one orbital, with $\Gamma^L$ and $f_L$ constant over its spectrum. Setting $s=0$ in the inverse transforms gives $\int d\varepsilon\,A/2\pi=\langle\{d,d^\dagger\}\rangle=1$ and $\int d\varepsilon\,(-iG^<)/2\pi=n_d$, now the steady occupation. Then $I_L=\Gamma^L(f_L-n_d)$, a rate equation whose sign agrees with the short-time limit.

**Limit: equilibrium.** Let the coupled system be thermal at common $T$ and $\mu$, with many-body states $a,b$ of probabilities $p_a,p_b$. Both $\langle d_m^\dagger(0)d_n(s)\rangle$ and $\langle d_n(s)d_m^\dagger(0)\rangle$ are sums of

$$\langle a|d_m^\dagger|b\rangle\langle b|d_n|a\rangle e^{-i(E_a-E_b)s},$$

weighted by $p_a$ and $p_b$ respectively. State $a$ has one more particle than $b$, so $p_a=p_be^{-(\varepsilon-\mu)/k_BT}$ at $\varepsilon=E_a-E_b$. The transforms of the two correlators therefore have this ratio, and their sum is $A$. The first is $-iG^<$, so $-iG^<=fA$. The bracket in (9) vanishes at every energy, with or without interactions.

## Two leads and the elimination of $G^<$

Equation (9) holds for R after L is replaced by R. In a steady state the region's particle number is constant, so $I_L+I_R=0$.

Suppose $\Gamma^L=\lambda\Gamma^R$, with $\lambda$ independent of energy. Write the current as $I=yI_L-(1-y)I_R$, which is correct for any $y$. The lesser function enters through $y\Gamma^L-(1-y)\Gamma^R$, which vanishes for $y=1/(1+\lambda)$. What remains is

$$I=\int\frac{d\varepsilon}{2\pi}(f_L-f_R)\,\frac{\lambda}{1+\lambda}\,\mathrm{Tr}\,\Gamma^RA . \tag{10}$$

For one orbital the factor is $\Gamma^L\Gamma^R/(\Gamma^L+\Gamma^R)$. The constant $\lambda$ matters because current conservation applies to the energy integral; inelastic processes in the region can move electrons between energies.

**Limit: one noninteracting orbital.** Let $H_C=\varepsilon_dd^\dagger d$. Substituting the lead solution into $i\dot d=\varepsilon_dd+\sum_kV_k^*c_k$ gives

$$i\dot d=\varepsilon_dd+\int_{t_0}^tdt_1\,\Sigma(t-t_1)d(t_1)+\sum_kV_k^*e^{-i\varepsilon_k(t-t_0)}c_k(t_0),$$

with $\Sigma(s)=-i\theta(s)\sum_k|V_k|^2e^{-i\varepsilon_ks}$. Its transform is $\Sigma(\varepsilon)=\sum_k|V_k|^2/(\varepsilon-\varepsilon_k+i0)$, so $-2\,\mathrm{Im}\,\Sigma=\Gamma^L+\Gamma^R=\Gamma$.

To find $G^r(t,t')$, start the lead solution at $t'$, where $\{c_k(t'),d^\dagger(t')\}=0$. The driving term then drops out of the anticommutator, and

$$G^r(\varepsilon)=\frac{1}{\varepsilon-\varepsilon_d-\Sigma(\varepsilon)},\qquad A=-2\,\mathrm{Im}\,G^r=\Gamma|G^r|^2 .$$

At long times the driven solution is $d(t)=\sum_kV_k^*G^r(\varepsilon_k)e^{-i\varepsilon_k(t-t_0)}c_k(t_0)$. Averaging with the lead occupations gives $-iG^<=(f_L\Gamma^L+f_R\Gamma^R)|G^r|^2$. The integrand of (9) becomes

$$\Gamma^L\left[f_L(\Gamma^L+\Gamma^R)-f_L\Gamma^L-f_R\Gamma^R\right]|G^r|^2=(f_L-f_R)\Gamma^L\Gamma^R|G^r|^2. \tag{11}$$

This is the Landauer form with transmission $\Gamma^L\Gamma^R|G^r|^2$.

## An interacting case that can be solved

Let the region hold $d$ and a second orbital $f$ that has no hopping:

$$H_C=\varepsilon_dd^\dagger d+U\,d^\dagger d\,n_f .$$

The interaction is quartic, but $n_f$ commutes with $H$. For $n_f=0$ or 1 the orbital $d$ is noninteracting, with level $\varepsilon_d$ or $\varepsilon_d+U$. Its $G^r$ and $G^<$ are averages over these two cases with weights $1-p$ and $p$, where $p=\langle n_f\rangle$ is fixed by the initial state. The steady state therefore remembers $p$.

Each lead is a semi-infinite chain with hopping $w$, whose end site couples to $d$ by $v_\alpha$, $\alpha=L,R$. Removing the end site leaves an identical chain, so the end-site function obeys $g=1/(\varepsilon-w^2g)$. The root with negative imaginary part inside the band is

$$g=\frac{\varepsilon-i\sqrt{4w^2-\varepsilon^2}}{2w^2},\qquad \Gamma^\alpha=-2v_\alpha^2\,\mathrm{Im}\,g=\frac{v_\alpha^2}{w^2}\sqrt{4w^2-\varepsilon^2}.$$

The round model parameters, in hartree, are $w=0.050$, $v_L=0.015$, $v_R=0.010$, $\varepsilon_d=-0.010$, $U=0.030$, $\mu_L=0.015$, $\mu_R=-0.015$ and $k_BT=0.001$. The weight is $p=0.4$. The computed spectral weight of $d$ inside the band is 1.000000, so no bound state is missed.

**One energy by hand.** At $\varepsilon=0$, $\Gamma^\alpha=2v_\alpha^2/w$, giving $\Gamma^L=0.0090$ and $\Gamma^R=0.0040$, with sum $\Gamma=0.0130$. The real part of $g$ vanishes. For a level at $E$, $A=\Gamma/(E^2+\Gamma^2/4)$:

$$A_0=\frac{0.0130}{0.010^2+0.0065^2}=91.39,\qquad A_1=\frac{0.0130}{0.020^2+0.0065^2}=29.40 ,$$

in inverse hartree. The average is $0.6\times91.39+0.4\times29.40=66.59$. This energy lies $15k_BT$ from both chemical potentials, so $f_L\simeq1$ and $f_R\simeq0$. Thus $-iG^<\simeq(0.0090/0.0130)\times66.59=46.10$, and the bracket in (9) is $66.59-46.10=20.49$.

The half-range time integrals in (7), evaluated from evolved chains, give 20.45, which is 0.2% lower. The difference lies in the lesser term and comes from the finite length of the chains, 240 sites each; with 360 sites and the same times the integrals give 20.49.

**Integrated current.** Injection is $5.899\times10^{-3}$ and return is $4.614\times10^{-3}$, in atomic units. Their difference is

$$I_L=1.285\times10^{-3}\ \text{a.u.},\qquad eI_L=8.51\ \mu\text{A}.$$

Direct time evolution of long finite chains, with the current read from $-d\langle N_L\rangle/dt$, gives the same value to seven digits, $1.284567\times10^{-3}$ a.u. in both cases. So does (10), where $\lambda=(v_L/v_R)^2=2.25$. The R current is equal and opposite.

A region with two mobile orbitals and non-proportional $\Gamma$ matrices, for which (10) is unavailable, tests the trace in (9). The chains, chemical potentials, temperature and $p=0.4$ are as above. In hartree, the levels are $-0.010$ and $0.015$, the hopping term is $0.0075\,e^{0.7i}d_1^\dagger d_2+\text{h.c.}$, the end-site couplings to $(d_1,d_2)$ are $(0.020,\,0.010i)$ for L and $(0.0075,\,0.0225)$ for R, and the immobile orbital $f$ acts on $d_1$ alone with $U=0.025$. The currents for $n_f=0$ and 1 are $2.158\times10^{-3}$ and $1.243\times10^{-3}$ a.u. For the weighted average, the formula and time evolution both give $1.792\times10^{-3}$ a.u.

Back in the one-orbital example, the currents for $n_f=0$ and 1 are $1.731\times10^{-3}$ and $0.615\times10^{-3}$ a.u. The level at $-0.010$ lies between the chemical potentials, while the level at $0.020$ lies above both. The weighted sum is $0.6\times1.731+0.4\times0.615=1.285$, in units of $10^{-3}$ a.u.

**Why the Landauer form with the averaged $G^r$ fails here.** For each value of $n_f$ separately (11) is exact, and the true current is the weighted average of the two Landauer currents. One might instead insert the averaged $G^r$ into (11). But (9) needs the average of $|G^r|^2$, not the square of the average. With $G_0$ and $G_1$ the retarded functions for the two values of $n_f$,

$$\overline{|G|^2}-|\overline G|^2=p(1-p)|G_0-G_1|^2=p(1-p)\,U^2|G_0|^2|G_1|^2 .$$

The last step uses $G_0^{-1}-G_1^{-1}=U$. At $\varepsilon=0$, $|G_j|^2=A_j/\Gamma$, so the missing part is

$$0.24\times0.030^2\times\frac{91.39\times29.40}{0.0130^2}\simeq3.43\times10^3,$$

out of $\overline{|G|^2}=66.59/0.0130\simeq5.12\times10^3$, in hartree$^{-2}$. About two thirds of the transmission at this energy is lost. Over all energies the coherent expression gives $0.602\times10^{-3}$ a.u., or 47% of the true current.

The averaged $G^r$ describes the amplitude that survives averaging over $n_f$. The part of the amplitude that changes with $n_f$, in magnitude or in phase, averages out of $\overline G$ but contributes $p(1-p)|G_0-G_1|^2$ to $\overline{|G|^2}$. It therefore still carries current, and (9) counts it through $A$ and $G^<$. In this model the deficit vanishes for $U=0$, and also for $p=0$ or $p=1$, when $n_f$ does not fluctuate.

For a general interaction, (9) does not supply $G^<$ and $A$; they must come from a solution of the region coupled to its leads. If that solution is approximate, $I_L+I_R=0$ is no longer guaranteed and has to be checked.

## Computed results

```
Small interacting system, 128 states, atomic units
time of comparison: 3.0
current from -d<N_L>/dt: 0.0496125
current from G_lesser and G_ret: 0.0496125
largest error of thermal-lead lemma: 8.8e-17
interacting lead, -d<N_L>/dt: 0.06403
interacting lead, formula (invalid): 0.10465
Worked example, inputs
chain hopping: 0.050 Ha
coupling to L, to R: 0.015, 0.010 Ha
level e_d: -0.010 Ha
interaction U: 0.030 Ha
mean n_f: 0.4
mu_L, mu_R: 0.015, -0.015 Ha
kT: 0.001 Ha
Worked example at energy E = 0
Gamma_L, Gamma_R: 0.0090, 0.0040 Ha
A for n_f=0, n_f=1: 91.388, 29.395 1/Ha
averaged A: 66.591 1/Ha
-i G_lesser: 46.102 1/Ha
i G_lesser + f_L A: 20.490 1/Ha
same from time integrals: 20.452 1/Ha
Worked example, integrated
spectral weight of d: 1.000000
occupation n_d, formula: 0.52477
occupation n_d, time evolution: 0.52477
injection term: 5.898983e-03 a.u.
return term: 4.614416e-03 a.u.
I_L, Meir-Wingreen: 1.284567e-03 a.u.
I_L, time evolution: 1.284567e-03 a.u.
I_R, Meir-Wingreen: -1.284567e-03 a.u.
I_L, proportional-coupling form: 1.284567e-03 a.u.
I_L for n_f=0: 1.731236e-03 a.u.
I_L for n_f=1: 6.145632e-04 a.u.
coherent expression (invalid): 6.019015e-04 a.u.
coherent / exact: 0.4686
e I_L: 8.508 microampere
I_L at equal mu: 0.0e+00 a.u.
Two-orbital region, non-proportional couplings
I_L, Meir-Wingreen: 1.791930e-03 a.u.
I_L, time evolution: 1.791930e-03 a.u.
```
